# Why Doping Changes the Activation Energy of Self-Diffusion in Semiconductors: verification in Python

```python
"""Doping dependence of the activation energy of vacancy self-diffusion.

Result under test (diamond lattice, vacancy charge states q):
  D = (f a^2 nu / 8) sum_q g_q exp(-(H_q + m_q + q mu)/kT)
  Q = -d ln D / d(1/kT) at fixed net doping N
    = sum_q w_q (H_q + m_q + q mu_star),  w_q = D_q / D
  mu_star = mu - T dmu/dT
          = [n (Eg + 1.5 kT) - p 1.5 kT] / (n + p)  (non-degenerate carriers)
H_q: formation energy at mu = 0; m_q: migration barrier; g_q: degeneracy;
mu: Fermi level from the valence edge; n, p: electron and hole densities;
N = donors - acceptors; a: cubic lattice constant; nu: attempt frequency;
f: tracer correlation factor. Energies in eV, densities in cm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

K_B = const.k / const.e
GAP = 1.1
MASS_C, MASS_V = 1.0, 0.6
LATTICE = 5.5e-8
NU = 1.0e13
T0 = 1200.0
NAMES = ["+", "0", "-", "2-"]
CHARGE = np.array([1, 0, -1, -2])
H_NEUTRAL = 3.0
LEVELS = (0.2, 0.6, 0.9)       # transition levels +/0, 0/-, -/2-
H_FORM = H_NEUTRAL + np.array(
    [-LEVELS[0], 0.0, LEVELS[1], LEVELS[1] + LEVELS[2]])
BARRIER = np.array([0.6, 0.8, 0.7, 0.6])
DEGEN = np.array([2.0, 1.0, 2.0, 1.0])
DOPINGS = [-2e19, -1e18, 0.0, 1e18, 2e19]
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def correlation_factor(radius):
    """Vacancy return problem; coordinates in units of a/4, tracer at 0."""
    span = range(-radius, radius + 1)
    sites = {}
    for x in span:
        for y in span:
            for z in span:
                if x*x + y*y + z*z > radius**2 or (x, y, z) == (0, 0, 0):
                    continue
                even = x % 2 == 0 and y % 2 == 0 and z % 2 == 0
                odd = x % 2 == 1 and y % 2 == 1 and z % 2 == 1
                if (even and (x+y+z) % 4 == 0) or (odd and (x+y+z) % 4 == 3):
                    sites[(x, y, z)] = len(sites)
    rows, cols, vals = [], [], []
    source = np.zeros(len(sites))
    for site, i in sites.items():
        rows.append(i)
        cols.append(i)
        vals.append(1.0)
        sign = 1 if site[0] % 2 == 0 else -1
        for bond in BONDS:
            target = tuple(int(v) for v in np.array(site) + sign*bond)
            if target == (0, 0, 0):
                # tracer now moves along 'site'; its last move was -BONDS[0]
                source[i] += 0.25 * (-np.dot(BONDS[0], site) / 3.0)
            elif target in sites:
                rows.append(i)
                cols.append(sites[target])
                vals.append(-0.25)
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    mean_cos = spsolve(matrix, source)[sites[(1, 1, 1)]]
    return mean_cos, (1 + mean_cos) / (1 - mean_cos)


MEAN_COS, F_CORR = correlation_factor(24)
assert abs(F_CORR - 0.5) < 2e-3      # finite cluster of radius 6 a


# ---------- derived formulas ----------
def band_density(T, mass):
    """Effective density of states of a parabolic band, cm^-3."""
    return 2e-6 * (mass*const.m_e*const.k*T
                   / (2*np.pi*const.hbar**2))**1.5


def carriers(T, doping):
    """Non-degenerate neutrality: Fermi level, n, p, n_i."""
    nc, nv = band_density(T, MASS_C), band_density(T, MASS_V)
    ni = np.sqrt(nc*nv) * np.exp(-GAP / (2*K_B*T))
    u = np.arcsinh(doping / (2*ni))
    mu = GAP/2 + 0.5*K_B*T*np.log(nv/nc) + K_B*T*u
    return mu, ni*np.exp(u), ni*np.exp(-u), ni


def mu_star(T, doping):
    _, n, p, _ = carriers(T, doping)
    return (n*(GAP + 1.5*K_B*T) - p*1.5*K_B*T) / (n + p)


def site_fractions(T, mu):
    return DEGEN * np.exp(-(H_FORM + CHARGE*mu) / (K_B*T))


def partial_diffusivities(T, mu, barrier=BARRIER):
    saddle = H_FORM + barrier + CHARGE*mu
    return F_CORR*LATTICE**2*NU/8 * DEGEN*np.exp(-saddle/(K_B*T))


def activation(T, doping, barrier=BARRIER, fixed_mu=False):
    mu = carriers(T, doping)[0]
    parts = partial_diffusivities(T, mu, barrier)
    level = mu if fixed_mu else mu_star(T, doping)
    return np.dot(parts/parts.sum(), H_FORM + barrier + CHARGE*level)


# ---------- independent road: band integrals and finite differences ----------
S_STEP = 0.005
S_GRID = np.arange(0, 7.5, S_STEP)   # kinetic energy = kT s^2


def band_integral(T, mass, distance, fermi):
    """Carrier density and kinetic energy density by quadrature."""
    states = (2*mass*const.m_e/const.hbar**2)**1.5 / (2*np.pi**2)
    states *= (const.k*T)**1.5 * 1e-6
    boltz = np.exp(-(S_GRID**2 + distance/(K_B*T)))
    occupation = boltz/(1 + boltz) if fermi else boltz
    weight = 2*S_GRID**2*occupation*S_STEP*states
    return weight.sum(), K_B*T*(weight*S_GRID**2).sum()


def numeric_state(T, doping, fermi):
    """Fermi level, n, p and carrier energy density from neutrality."""
    def both(mu):
        return (band_integral(T, MASS_C, GAP - mu, fermi),
                band_integral(T, MASS_V, mu, fermi))

    def imbalance(mu):
        electrons, holes = both(mu)
        return (electrons[0] - holes[0] - doping) / 1e18
    mu = brentq(imbalance, -0.3, GAP + 0.3, xtol=1e-14)
    electrons, holes = both(mu)
    energy = GAP*electrons[0] + electrons[1] + holes[1]
    return mu, electrons[0], holes[0], energy


def beta_derivative(function, T):
    beta = 1/(K_B*T)
    h = 1e-3*beta
    return (function(1/(K_B*(beta + h))) - function(1/(K_B*(beta - h))))/(2*h)


fermi_errors, defect_charge = [], []
for N in DOPINGS:
    mu, n, p, ni = carriers(T0, N)
    for fermi in (False, True):
        slope_mu = beta_derivative(
            lambda T: numeric_state(T, N, fermi)[0]/(K_B*T), T0)
        dN = 1e-3*max(abs(N), ni)
        reservoir = (numeric_state(T0, N + dN, fermi)[3]
                     - numeric_state(T0, N - dN, fermi)[3])/(2*dN)
        # energy given up by the carrier reservoir per electron
        assert abs(slope_mu - reservoir) < 1e-4
        slope_D = -beta_derivative(lambda T: np.log(partial_diffusivities(
            T, numeric_state(T, N, fermi)[0]).sum()), T0)
        if fermi:
            fermi_errors.append(abs(slope_D - activation(T0, N)))
        else:
            assert abs(slope_mu - mu_star(T0, N)) < 1e-4
            assert abs(slope_D - activation(T0, N)) < 1e-4
    held = -beta_derivative(
        lambda T: np.log(partial_diffusivities(T, mu).sum()), T0)
    assert abs(held - activation(T0, N, fixed_mu=True)) < 1e-4
    mu_num, n_num, _, _ = numeric_state(T0, N, False)
    mu_int, n_int, _, _ = numeric_state(T0, 0.0, False)
    ratio = (partial_diffusivities(T0, mu_num)
             / partial_diffusivities(T0, mu_int))
    assert np.allclose(ratio, (n_num/n_int)**(-1.0*CHARGE), rtol=1e-7)
    density = 8/LATTICE**3*site_fractions(T0, mu)
    defect_charge.append(np.dot(abs(CHARGE), density)/(n + p))
assert max(fermi_errors) < 0.03      # leading degeneracy correction
assert max(defect_charge) < 1e-6


# ---------- electron exchange: closed box of levels ----------
box = np.linspace(-0.5, 0.5, 200)
electrons_in_box = 80
Z = np.zeros(len(box) + 1)
Z[0] = 1.0
for level in box:
    Z[1:] = Z[1:] + np.exp(-level/(K_B*T0))*Z[:-1]
box_mu = brentq(lambda m: (1/(np.exp((box - m)/(K_B*T0)) + 1)).sum()
                - (electrons_in_box - 0.5), -1, 1)
closed_mu = K_B*T0*np.log(Z[electrons_in_box - 1]/Z[electrons_in_box])
assert abs(closed_mu - box_mu) < 5e-4


# ---------- hop rate: flux over a cosine barrier, unit mass and period ----------
def flux_ratio(barrier):
    x = np.arange(4000)/4000
    well = np.exp(-barrier*(1 - np.cos(2*np.pi*x))/(2*K_B*T0)).mean()
    exact_over_boltzmann = np.sqrt(K_B*T0/(2*np.pi))/well
    return exact_over_boltzmann/np.sqrt(barrier/2)


assert all(abs(flux_ratio(m) - 1) < 0.1 for m in BARRIER)
assert abs(flux_ratio(10*BARRIER[0]) - 1) < 0.01


# ---------- vacancy random walk with charge switching ----------
def walk_diffusivity(T, mu, switching):
    """Long-wave decay rate of the master equation on two sublattices."""
    share = site_fractions(T, mu)
    share = share/share.sum()
    rate = NU*np.exp(-BARRIER/(K_B*T))
    unit = np.dot(share, rate)
    nq = len(CHARGE)
    M = np.zeros((2*nq, 2*nq), dtype=complex)
    k = 2e-3/LATTICE*np.array([0.6, 0.0, 0.8])
    phase = np.exp(1j*(BONDS*LATTICE/4) @ k).sum()
    for q in range(nq):
        M[q, q] -= 4*rate[q]/unit
        M[nq + q, nq + q] -= 4*rate[q]/unit
        M[nq + q, q] += rate[q]/unit*phase
        M[q, nq + q] += rate[q]/unit*np.conj(phase)
        for other in (q - 1, q + 1):
            if 0 <= other < nq:
                jump = switching*np.sqrt(share[other]/share[q])
                for s in (0, nq):
                    M[s + other, s + q] += jump
                    M[s + q, s + q] -= jump
    root = np.sqrt(np.concatenate([share, share]))
    symmetric = M*root[None, :]/root[:, None]
    return -np.linalg.eigvalsh(symmetric)[-1]*unit/np.dot(k, k)


for N in DOPINGS:
    mu = carriers(T0, N)[0]
    for switching in (0.1, 50.0):
        direct = (F_CORR*site_fractions(T0, mu).sum()
                  * walk_diffusivity(T0, mu, switching))
        formula = partial_diffusivities(T0, mu).sum()
        assert abs(direct/formula - 1) < 1e-4


# ---------- what an experiment between two temperatures reports ----------
def two_point(N, cold=1100.0, hot=1300.0):
    logs = [np.log(partial_diffusivities(T, carriers(T, N)[0]).sum())
            for T in (cold, hot)]
    return (logs[1] - logs[0])/(1/(K_B*cold) - 1/(K_B*hot))


for N in DOPINGS:
    assert abs(two_point(N) - activation(T0, N)) < 0.05

equal = np.full(4, 0.7)
equal_intrinsic = activation(T0, 0.0, equal)
equal_n_type = activation(T0, DOPINGS[-1], equal)
assert equal_intrinsic - equal_n_type > 0.3
assert activation(900.0, 1e18) < activation(1500.0, 1e18)

# ---------- printed numbers ----------
print(f"T = {T0:.0f} K, kT = {K_B*T0:.5f} eV, gap = {GAP} eV")
print(f"band masses: {MASS_C} (cond.), {MASS_V} (val.) electron masses")
print(f"a = {LATTICE:.2e} cm, nu = {NU:.1e} 1/s")
print("levels +/0, 0/-, -/2- (eV):", *LEVELS)
print("charge: H_q (eV), m_q (eV), H_q+m_q (eV), g_q")
for i, name in enumerate(NAMES):
    print(f" {name:2s}: {H_FORM[i]:.2f}, {BARRIER[i]:.2f}, "
          f"{H_FORM[i]+BARRIER[i]:.2f}, {DEGEN[i]:.0f}")
print(f"mean cosine = {MEAN_COS:.4f}, f = {F_CORR:.4f}")
print(f"Nc, Nv = {band_density(T0, MASS_C):.3e}, "
      f"{band_density(T0, MASS_V):.3e} cm^-3")
print(f"n_i = {carriers(T0, 0.0)[3]:.3e} cm^-3")
print("N (cm^-3): n, p (cm^-3); mu, mu_star (eV)")
for N in DOPINGS:
    mu, n, p, _ = carriers(T0, N)
    print(f" {N:+.0e}: {n:.3e}, {p:.3e}; {mu:.3f}, {mu_star(T0, N):.3f}")
print("N (cm^-3): D (cm^2/s); Q, fixed-mu Q, 1100-1300 K slope (eV)")
for N in DOPINGS:
    D = partial_diffusivities(T0, carriers(T0, N)[0]).sum()
    print(f" {N:+.0e}: {D:.3e}; {activation(T0, N):.3f}, "
          f"{activation(T0, N, fixed_mu=True):.3f}, {two_point(N):.3f}")
print("N (cm^-3): vacancy population of +, 0, -, 2- (%)")
for N in DOPINGS:
    c = site_fractions(T0, carriers(T0, N)[0])
    print(f" {N:+.0e}:", *[f"{100*v:.2f}" for v in c/c.sum()])
print("N (cm^-3): diffusion weight of +, 0, -, 2- (%)")
for N in DOPINGS:
    d = partial_diffusivities(T0, carriers(T0, N)[0])
    print(f" {N:+.0e}:", *[f"{100*v:.2f}" for v in d/d.sum()])
print("sample N = +1e18 cm^-3: T (K), mu_star (eV), Q (eV)")
for T in (900.0, 1200.0, 1500.0):
    print(f" {T:.0f}, {mu_star(T, 1e18):.3f}, {activation(T, 1e18):.3f}")
print(f"all barriers {equal[0]} eV: Q intrinsic = {equal_intrinsic:.3f} eV")
print(f"all barriers {equal[0]} eV: Q at +2e19 = {equal_n_type:.3f} eV")
print(f"largest Fermi-Dirac change of Q = {max(fermi_errors):.4f} eV")
print(f"flux/harmonic rate, 0.6 eV cosine = {flux_ratio(0.6):.3f}")
print(f"largest defect charge/(n+p) = {max(defect_charge):.1e}")
print("tests ok")
```

Running it gives:

```
T = 1200 K, kT = 0.10341 eV, gap = 1.1 eV
band masses: 1.0 (cond.), 0.6 (val.) electron masses
a = 5.50e-08 cm, nu = 1.0e+13 1/s
levels +/0, 0/-, -/2- (eV): 0.2 0.6 0.9
charge: H_q (eV), m_q (eV), H_q+m_q (eV), g_q
 + : 2.80, 0.60, 3.40, 2
 0 : 3.00, 0.80, 3.80, 1
 - : 3.60, 0.70, 4.30, 2
 2-: 4.50, 0.60, 5.10, 1
mean cosine = -0.3332, f = 0.5001
Nc, Nv = 2.008e+20, 9.330e+19 cm^-3
n_i = 6.705e+17 cm^-3
N (cm^-3): n, p (cm^-3); mu, mu_star (eV)
 -2e+19: 2.245e+16, 2.002e+19; 0.159, -0.154
 -1e+18: 3.364e+17, 1.336e+18; 0.439, 0.128
 +0e+00: 6.705e+17, 6.705e+17; 0.510, 0.550
 +1e+18: 1.336e+18, 3.364e+17; 0.582, 0.972
 +2e+19: 2.002e+19, 2.245e+16; 0.862, 1.254
N (cm^-3): D (cm^2/s); Q, fixed-mu Q, 1100-1300 K slope (eV)
 -2e+19: 4.489e-18; 3.276, 3.572, 3.277
 -1e+18: 7.263e-19; 3.816, 3.837, 3.798
 +0e+00: 8.237e-19; 3.802, 3.818, 3.801
 +1e+18: 1.250e-18; 3.459, 3.757, 3.442
 +2e+19: 2.637e-17; 2.839, 3.412, 2.837
N (cm^-3): vacancy population of +, 0, -, 2- (%)
 -2e+19: 74.28 25.02 0.70 0.00
 -1e+18: 12.21 61.64 26.00 0.15
 +0e+00: 5.10 51.29 43.12 0.50
 +1e+18: 1.80 36.18 60.62 1.40
 +2e+19: 0.01 2.88 72.21 24.91
N (cm^-3): diffusion weight of +, 0, -, 2- (%)
 -2e+19: 95.03 4.63 0.34 0.00
 -1e+18: 39.20 28.59 31.72 0.48
 +0e+00: 17.34 25.21 55.75 1.69
 +1e+18: 5.73 16.61 73.22 4.43
 +2e+19: 0.02 0.79 52.01 47.19
sample N = +1e18 cm^-3: T (K), mu_star (eV), Q (eV)
 900, 1.209, 3.046
 1200, 0.972, 3.459
 1500, 0.685, 3.745
all barriers 0.7 eV: Q intrinsic = 3.741 eV
all barriers 0.7 eV: Q at +2e19 = 2.977 eV
largest Fermi-Dirac change of Q = 0.0135 eV
flux/harmonic rate, 0.6 eV cosine = 0.946
largest defect charge/(n+p) = 2.6e-08
tests ok
```
